# Rank of the sphere contribution in LAPW secular matrices

## Problem

A linearized augmented plane wave (LAPW) basis has one function for each $\mathbf K=\mathbf k+\mathbf G$ with $|\mathbf K|\le K_{\max}$. Let $N$ be the number of these functions, $\Omega$ the cell volume and $R$ the radius of the atomic spheres. Inside a sphere, each function is expanded up to angular momentum $l_{\max}$ in a radial function $u_l$ and its energy derivative $\dot u_l$.

1. How large can the rank of one atom's sphere contribution to the overlap or Hamiltonian matrix be?
2. When is this rank smaller than the number of plane waves per atom?
3. As $l_{\max}$ grows, at what angular momentum does the sphere contribution stop gaining numerically significant directions?

Evaluate the answers for a model atom with $R=2$ bohr and $K_{\max}=4$ bohr$^{-1}$, in a compact and in an open cubic cell.

Hartree atomic units are used, so the kinetic energy is $-\tfrac12\nabla^2$. The radial functions are real, and $\langle u_l|u_l\rangle=\int_0^R u_l^2r^2dr=1$ at every energy. Differentiating this condition gives $\langle u_l|\dot u_l\rangle=0$. There are no local orbitals in the basis.

## Solution

### Matching at the sphere

Put the atom at the origin. A plane wave normalized to the cell has the expansion

$$
\frac{e^{i\mathbf K\cdot\mathbf r}}{\sqrt\Omega}
=\frac1{\sqrt\Omega}\sum_l i^l(2l+1)\,j_l(Kr)\,P_l(\hat{\mathbf K}\cdot\hat{\mathbf r}).
$$

In the sphere, LAPW replaces $j_l(Kr)$ by $\alpha_l(K)u_l(r)+\beta_l(K)\dot u_l(r)$ for $l\le l_{\max}$ and drops the higher terms. Write $j=j_l(KR)$ and $s=Kj_l'(KR)$, where the prime on $j_l$ means the derivative with respect to its argument. Continuity of value and slope requires, with radial functions taken at $R$,

$$
\alpha u+\beta\dot u=j,\qquad \alpha u'+\beta\dot u'=s .
$$

The determinant of this system follows from the radial equations. Set $P=ru_l$, $Q=r\dot u_l$ and let $h$ be the radial Hamiltonian, $h=-\tfrac12 d^2/dr^2+V+l(l+1)/(2r^2)$. Then $hP=EP$. Its energy derivative is $hQ=EQ+P$. Multiply the second equation by $P$, the first by $Q$, and subtract. The potential and energy terms cancel:

$$
-\tfrac12(PQ''-QP'')=P^2 .
$$

The left side is the derivative of $-\tfrac12(PQ'-QP')$, which vanishes at the origin. Integrating to $R$ and using $\int_0^R P^2dr=1$ gives $PQ'-QP'=-2$ at $R$. Since $PQ'-QP'=r^2(u\dot u'-\dot u u')$,

$$
u\dot u'-\dot u u'=-\frac{2}{R^2}.
$$

The determinant is never zero, so the matching always has a solution. Cramer's rule yields

$$
\alpha=\frac{R^2}{2}(\dot u s-\dot u'j),\qquad
\beta=\frac{R^2}{2}(u'j-us).
$$

### The rank bound

Use $P_l(\hat{\mathbf K}\cdot\hat{\mathbf r})=\frac{4\pi}{2l+1}\sum_m Y_{lm}^*(\hat{\mathbf K})Y_{lm}(\hat{\mathbf r})$. The sphere part of the basis function is then a combination of the functions $u_lY_{lm}$ and $\dot u_lY_{lm}$, with coefficients

$$
C_{lm,\mathbf K}=\frac{4\pi i^l}{\sqrt\Omega}\,Y^*_{lm}(\hat{\mathbf K})
\begin{pmatrix}\alpha_l(K)\\ \beta_l(K)\end{pmatrix}.
$$

The matrix $C$ has two rows for each pair $(l,m)$. Because $\sum_{l=0}^{l_{\max}}(2l+1)=(l_{\max}+1)^2$, it has

$$
M=2(l_{\max}+1)^2
$$

rows and $N$ columns. The sphere matrices are

$$
S^{\rm sph}=C^\dagger DC,\qquad H^{\rm sph}=C^\dagger TC .
$$

Here $D$ is diagonal, with entries $1$ and $\nu_l=\langle\dot u_l|\dot u_l\rangle$. The matrix $T$ holds the Hamiltonian between the $M$ sphere functions. A product cannot have a higher rank than any of its factors, so

$$
\boxed{\operatorname{rank}S^{\rm sph},\ \operatorname{rank}H^{\rm sph}\le\min\!\left[N,\,2(l_{\max}+1)^2\right].}
$$

Nothing was assumed about the form of $T$. For a spherical potential it consists of $2\times2$ blocks. From $Hu=Eu$ and $H\dot u=E\dot u+u$, and averaging the two orders of the off-diagonal element to make the block symmetric, each block is

$$
\begin{pmatrix}E&\tfrac12\\ \tfrac12&E\nu_l\end{pmatrix}.
$$

A nonspherical potential adds elements between different $(l,m)$, but $T$ remains an $M\times M$ matrix and the bound is unchanged.

Moving the atom to $\boldsymbol\tau$ multiplies column $\mathbf K$ of $C$ by $e^{i\mathbf K\cdot\boldsymbol\tau}$. This is a unitary diagonal transformation and leaves the rank alone. For several atoms the matrices are added, and the rank of a sum is at most the sum of the ranks. The bound therefore counts per atom. It does not apply to the complete secular matrix, which also contains the interstitial part.

The factor 2 counts the radial functions attached to a plane wave. If only $u_l$ were attached, matched in value alone, the same argument would give $(l_{\max}+1)^2$. Local orbitals would add rows and columns of their own, while the block between plane waves would keep its bound.

### Comparison with the number of plane waves

The allowed $\mathbf K$ have density $\Omega/(2\pi)^3$ in reciprocal space. Up to fluctuations at the surface of the cutoff sphere,

$$
N\simeq\frac{\Omega}{(2\pi)^3}\frac{4\pi K_{\max}^3}{3}
=\frac{\Omega K_{\max}^3}{6\pi^2}.
$$

Let all atoms have the same $R$, and let $f$ be the fraction of the volume filled by spheres. The volume per atom is $4\pi R^3/(3f)$. With $x=RK_{\max}$,

$$
\frac{N}{N_{\rm at}}\simeq\frac{4\pi R^3}{3f}\,\frac{K_{\max}^3}{6\pi^2}
=\frac{2x^3}{9\pi f}.
$$

Choose $l_{\max}=x$. There are more plane waves per atom than the bound $2(x+1)^2$ when

$$
f<f_c=\frac{x^3}{9\pi(x+1)^2}.
$$

For $x=8$ this is $f_c=512/(9\pi\cdot81)=0.224$. In a densely packed crystal at this cutoff, the sum of the sphere matrices of all atoms is thus not forced to be rank deficient. The matrix of a single atom still is, as soon as the cell holds enough atoms that the total $N$ exceeds $2(l_{\max}+1)^2$. For large $x$, $f_c$ grows as $x/(9\pi)$, because plane waves fill a volume and angular channels a surface: $x^3$ against $x^2$.

### Effective rank in a large cell

As long as $N$ is not the limit, the bound keeps increasing with $l_{\max}$, so a saturation near $l=RK_{\max}$ must be sought in the size of the eigenvalues. Define the effective rank $r_\varepsilon$ as the number of eigenvalues of $S^{\rm sph}$ above $\varepsilon$. An eigenvalue is the squared norm inside the sphere of a combination of basis functions whose coefficient vector has unit length.

With $B=D^{1/2}C$ we have $S^{\rm sph}=B^\dagger B$, which has the same nonzero eigenvalues as the $M\times M$ matrix $BB^\dagger$. Its elements are sums over $\mathbf K$. In a large cell, $\Omega^{-1}\sum_{\mathbf K}\to(2\pi)^{-3}\int d^3K$, and the angular integral over $Y^*_{lm}Y_{l'm'}$ removes all coupling between different $(l,m)$. The prefactor is $(4\pi)^2/(2\pi)^3=2/\pi$. What remains for each $(l,m)$ is

$$
M_l=\frac2\pi\int_0^{K_{\max}}K^2\,\mathbf c_l\mathbf c_l^{T}\,dK,\qquad
\mathbf c_l=\begin{pmatrix}\alpha_l\\ \sqrt{\nu_l}\,\beta_l\end{pmatrix}.
$$

If $n_l$ of the two eigenvalues of $M_l$ exceed $\varepsilon$, then

$$
r_\varepsilon=\sum_{l=0}^{l_{\max}}(2l+1)\,n_l,\qquad n_l\in\{0,1,2\}.
$$

The determinant of $M_l$ shows what limits the second eigenvalue. For a matrix of this form it equals half the double integral of the squared $2\times2$ determinants formed from $\mathbf c_l(K)$ and $\mathbf c_l(\tilde K)$. The matching formulas are linear in $(j,s)$ with determinant $(R^2/2)^2(u\dot u'-\dot uu')=-R^2/2$. Hence, marking quantities at $\tilde K$ by a tilde,

$$
\det M_l=\frac{\nu_lR^4}{2\pi^2}\int_0^{K_{\max}}\!\!\int_0^{K_{\max}}
K^2\tilde K^2\,(j\tilde s-\tilde js)^2\,dK\,d\tilde K .
$$

This is positive, since the logarithmic slope $s/j$ depends on $K$. In the large-cell limit each channel therefore contributes two to the algebraic rank, however high $l$ is. But the series $j_l(z)\propto z^l[1-z^2/(4l+6)+\dots]$ gives

$$
\frac{Rs}{j}=l-\frac{(KR)^2}{2l+3}+\dots ,
$$

so at high $l$ all plane waves arrive with nearly the same logarithmic slope. Value and slope then carry almost the same information, and the second eigenvalue is small compared with the first.

### Why the cutoff lies near $l=RK_{\max}$

Let $z=KR$ and $r_l=j_l(z)/j_{l-1}(z)$. Dividing the recurrence $j_{l-1}+j_{l+1}=\frac{2l+1}{z}j_l$ by $j_l$ gives

$$
\frac1{r_l}=\frac{2l+1}{z}-r_{l+1}.
$$

At very high $l$, the leading term $j_l\simeq z^l/(2l+1)!!$ shows that $j_l>0$ and $r_l\simeq z/(2l+1)$, which lies between 0 and 1. Now go down in $l$. Suppose $0<r_{l+1}<1$ and $l+\tfrac12\ge z$. Then $(2l+1)/z\ge2$, so $1/r_l>1$. The property is inherited, and

$$
0<r_l<\frac{z}{2l+1-z}\le1\qquad(l+\tfrac12\ge z).
$$

The bound increases with $z$. Its value at $z=x$ therefore covers every plane wave in the basis. From $l\approx x$ upward all the boundary values $j_l(KR)$ decrease with $l$, and the upper bound on the ratio of successive values tightens at each step.

The slopes follow, because $s=(l/R)j_l-Kj_{l+1}$. The radial functions cannot undo this decay. At high $l$ the centrifugal term dominates a regular potential, and $u_l\simeq\sqrt{2l+3}\,R^{-3/2}(r/R)^l$, while $\dot u_l$ is $u_l$ times a quadratic polynomial in $r$ with coefficients algebraic in $l$. They contribute powers of $l$, whereas $j_l$ falls faster than any geometric sequence. Classically, a particle of momentum $K$ that hits the sphere has angular momentum at most $KR$.

The sharpness of the cutoff can be estimated for large $x$. The function $y=zj_l(z)$ obeys $y''=[l(l+1)/z^2-1]y$. For $l>x$ the sphere surface lies inside the turning point $z_t\simeq l+\tfrac12$. With $d=z_t-x\ll x$, the leading semiclassical exponent is

$$
\int_x^{z_t}\!\sqrt{\frac{z_t^2}{z^2}-1}\;dz
\simeq\int_x^{z_t}\!\sqrt{\frac{2(z_t-z)}{z_t}}\;dz
=\frac{2\sqrt2}{3}\,\frac{d^{3/2}}{\sqrt{z_t}} .
$$

The eigenvalue is quadratic in $j_l$ and carries twice this exponent. Reaching a fixed small $\varepsilon$ thus takes an offset $d$ of order $x^{1/3}[\ln(1/\varepsilon)]^{2/3}$. This is a scaling estimate without prefactors. It applies where the exponential, rather than a prefactor, brings the eigenvalue down to $\varepsilon$. There the offset grows with $x$, but more slowly than $x$ itself.

## Worked cases

The model atom has the potential $-3e^{-r^2}$ hartree, with $r$ in bohr, and all $u_l$ are taken at $E=0.5$ hartree. The cutoff parameter is $x=2\cdot4=8$, and $l_{\max}=8$ gives the bound $2\cdot9^2=162$.

**Compact cell.** Touching spheres on a simple cubic lattice have an edge of 4 bohr and $f=0.524$. The estimate is $N\simeq1024/(9\pi\cdot0.524)\simeq69$; the actual count varies with $\mathbf k$ and is 70 at the point used here, $\mathbf k=(2\pi/a)(0.13,0.21,0.34)$ with $a$ the edge. The rank follows the bound through 2, 8, 18, 32 and 50 for $l_{\max}=0$ to 4. At $l_{\max}=5$ the bound is 72, and the rank stops at 70 because there are no more plane waves. The sphere matrix is then of full rank and nothing can be compressed without approximation. At $l_{\max}=8$ its smallest eigenvalue is $5.2\times10^{-5}$, and 62 of the 70 exceed 0.01. These numbers belong to this low-symmetry $\mathbf k$. At high-symmetry points the rank can stay below the bound: at $\mathbf k=(\pi/a)(1,1,1)$, where $N=56$, it is 45 at $l_{\max}=4$ and 52 at $l_{\max}=5$, and it reaches 56 only at $l_{\max}=7$.

**Open cell.** An edge of 10 bohr gives $f=0.034$ and $N=1083$, far more than 162. Here the factorized form can save work in an iterative eigensolver. Applying $C$ and then $C^\dagger$ to a vector takes $2MN$ multiplications, against $N^2$ for the assembled matrix. The ratio is $2M/N=324/1083\simeq0.30$. The diagonal $D$ adds little. This count covers the sphere part alone. The saving survives only if the interstitial part is also applied without assembling its matrix, for example with fast Fourier transforms. If a dense interstitial matrix is stored anyway, the sphere part can be added to it once, and the factorized form brings no gain.

The effective rank in the open cell develops as follows.

| $l_{\max}$ | bound | $r_\varepsilon$, $\varepsilon=10^{-2}$ | $r_\varepsilon$, $\varepsilon=10^{-4}$ |
|---:|---:|---:|---:|
| 3 | 32 | 32 | 32 |
| 6 | 98 | 65 | 98 |
| 8 | 162 | 96 | 130 |
| 10 | 242 | 96 | 170 |
| 14 | 450 | 96 | 170 |

For $\varepsilon=10^{-2}$ growth ends at $l_{\max}=8$, for $\varepsilon=10^{-4}$ at 10. The algebraic rank has no such plateau: up to $l_{\max}=8$, the range in which it was tested in this cell, it equals the bound.

The large-cell formula explains the plateau values. For $\varepsilon=10^{-2}$ both eigenvalues count up to $l=3$, which gives 32 directions. From $l=4$ to 8 only the larger one counts, which adds $9+11+13+15+17=65$. The total is 97. The finite cell has 96, because its discrete $\mathbf K$ directions split the $(2l+1)$-fold levels, and the level at $l=8$, with eigenvalue 0.0116, lies close to the threshold: its 17 members spread from 0.0096 to 0.0133, and one falls below 0.01. This count depends on $\mathbf k$ and on the cell. It is 86 at $\mathbf k=0$ and 91 at the zone corner of the same cell, and 97 for an edge of 12 bohr at the $\mathbf k$ point used above; the count for $\varepsilon=10^{-4}$ is 170 in all these cases. For $\varepsilon=10^{-4}$ both count up to $l=6$ and one from 7 to 10, so that $98+15+17+19+21=170$, as in the finite cell. The saturated effective rank therefore stays below $2(x+1)^2=162$ for the first threshold and slightly exceeds it for the second. The bound at $l_{\max}=x$ gives its scale, not its value.

At $l=0$ the larger eigenvalue is 2.38. A normalized combination of true plane waves could not have a norm above 1 inside the sphere. The augmented functions can, because matching fixes their value and slope at $R$ but not their norm within.

**Other cutoffs.** The last $l$ with an eigenvalue above threshold, in the large-cell limit with $R=2$ bohr, is:

| $RK_{\max}$ | $\varepsilon=10^{-2}$ | $\varepsilon=10^{-4}$ |
|---:|---:|---:|
| 4 | 3 | 5 |
| 8 | 8 | 10 |
| 16 | 16 | 19 |
| 32 | 32 | 36 |

For the smaller threshold the offset rises from 1 to 4 while $x$ rises eightfold, and the relative offset falls from 25% to 12.5%. The offset thus grows more slowly than $x$. It rises fourfold while $x^{1/3}$ only doubles, but rounding to whole $l$ changes offsets this small appreciably, and four integers do not determine an exponent. For the larger threshold the offset is 0 from $x=8$ to 32. The scaling estimate, which omits prefactors, does not describe that case.

**What saturation does not guarantee.** A plateau in $r_\varepsilon$ is not convergence of the basis in $l_{\max}$. The terms dropped above $l_{\max}$ leave a jump at the sphere surface. For $K=K_{\max}$ and $l_{\max}=8$, the first of them has amplitude $(2\cdot9+1)\,j_9(8)=19\cdot0.0395\simeq0.75$. The largest mismatch over the sphere, relative to the plane wave's modulus, is 0.69. It falls to 0.15 at $l_{\max}=10$ and to 0.02 at 12. These are errors of the shortest wave in the basis. Their effect on an energy depends on the weight of that wave in the state, which is not computed here.

Discarding the eigenvalues of $S^{\rm sph}$ below $\varepsilon$ is likewise an approximation. For one atom it changes the complete overlap matrix by at most $\varepsilon$ in spectral norm, and so shifts each of its eigenvalues by at most $\varepsilon$. If the matrices of $N_{\rm at}$ atoms are each truncated, the discarded parts add and the bound becomes $N_{\rm at}\varepsilon$; for eight touching spheres in a cell of edge 8 bohr, with $l_{\max}=8$ and $\varepsilon=10^{-2}$, the change is $1.7\varepsilon$. The bound guarantees that the overlap is little affected only if it is well below the smallest eigenvalue of the complete matrix. The Hamiltonian needs its own error estimate. The factorization $C^\dagger DC$ itself, with all $M$ rows kept, involves no such loss.

Further eigenvalues and the intermediate values of $l_{\max}$ are listed in the numerical output.

## Computed values

```
R = 2.0 bohr, Kmax = 4.0 bohr^-1, R*Kmax = 8.0
well depth = 3.0 hartree, linearization E = 0.5 hartree
compact cell: edge 4.0 bohr, filling 0.5236, N = 70, estimated N = 69.2
open cell: edge 10.0 bohr, filling 0.0335, N = 1083, estimated N = 1080.8
rank bound at lmax = 8: 162
filling below which N exceeds this bound: 0.2236
compact cell, rank for lmax = 0..8: 2 8 18 32 50 70 70 70 70
compact cell, lmax = 8: smallest overlap eigenvalue 5.21e-05
compact cell, lmax = 8: eigenvalues > 0.01: 62
quadrature error of overlap, lmax = 3: 8.9e-16
lmax = 3 ranks: cubic weight 32, Hamiltonian 32, two atoms 64
open cell: lmax, bound, effective rank for eps = 1e-2, 1e-4
   0    2    2    2
   1    8    8    8
   2   18   18   18
   3   32   32   32
   4   50   41   50
   5   72   52   72
   6   98   65   98
   7  128   80  113
   8  162   96  130
   9  200   96  149
  10  242   96  170
  11  288   96  170
  12  338   96  170
  13  392   96  170
  14  450   96  170
large-cell effective rank, eps = 1e-2, 1e-4: 97 170
large-cell limit: l, larger and smaller eigenvalue, j_l(R*Kmax)
   0 2.380e+00 6.342e-01 1.237e-01
   4 4.848e-01 6.093e-03 2.088e-02
   6 1.482e-01 2.124e-04 1.531e-01
   7 4.794e-02 2.939e-05 1.223e-01
   8 1.155e-02 3.416e-06 7.614e-02
   9 2.157e-03 3.370e-07 3.953e-02
  10 3.224e-04 2.851e-08 1.774e-02
  11 3.952e-05 2.091e-09 7.047e-03
  12 4.051e-06 1.341e-10 2.517e-03
  14 2.644e-08 3.806e-13 2.443e-04
R*Kmax, last l above eps = 1e-2, and above eps = 1e-4
   4   3   5
   8   8  10
  16  16  19
  32  32  36
largest value mismatch at R for K = Kmax (plane wave modulus 1):
  lmax 6: 1.57e+00, lmax 8: 6.86e-01, lmax 10: 1.53e-01, lmax 12: 2.12e-02, lmax 14: 2.03e-03
```
